# Flat Polar Bands, Weakly Coupled Layers and Abrupt Walls in Hafnia

**Q:** I am told that one polar phonon branch of hafnia is nearly flat, and that its polar layers therefore ignore one another. Why should a phonon frequency tell me anything about neighbouring layers?

**A:** Because the dispersion of a branch is the Fourier transform of the couplings between layers. Stack identical layers with spacing $a$, and let $u_n$ be the polar displacement of layer $n$, parallel to the layer. For small displacements the energy per lateral cell is

$$E_{\rm harm}=\tfrac12\sum_{n,m}K_{n-m}u_nu_m,\qquad K_{-r}=K_r .$$

A wave of wavevector $q$ along the stack has the stiffness

$$M\omega^2(q)=K_0+2\sum_{r\ge1}K_r\cos(qra).$$

I assume one isolated branch whose displacement pattern, and hence mass $M$, does not change along $q$. Multiply by $\cos(qra)$ and average over the zone. Only the term with the same $r$ survives, and $\langle\cos^2\rangle=1/2$ cancels the factor 2:

$$K_r=\langle M\omega^2(q)\cos(qra)\rangle\qquad(r\ne0).$$

Let $W$ be the total width of $M\omega^2$. Subtracting its midpoint changes nothing, since the cosine averages to zero. What remains is at most $W/2$ in magnitude, and $\langle|\cos|\rangle=2/\pi$, so

$$|K_r|\le\frac W2\,\frac2\pi=\frac W\pi .$$

A narrow band leaves no room for a large harmonic coupling at any single distance. Many small ones could still add up, because a wall separates $r$ pairs of layers at distance $r$. The model below keeps only nearest neighbours.

**Q:** Narrow compared with what? A few tenths of a terahertz could be a lot or a little.

**A:** Compared with the stiffness that holds each layer in its own well. Take the simplest model with two polar states $\pm u_0$ per layer:

$$E=\sum_n U\left(1-\frac{u_n^2}{u_0^2}\right)^2+\frac J2\sum_n(u_{n+1}-u_n)^2 .$$

$U$ is the barrier per lateral cell for one layer, after the other modes of the crystal have relaxed. With $s_n=u_n/u_0$, the second derivative of the on-site energy with respect to $s$ is $U(-4+12s^2)$, which is $8U$ in the polar state. The coupling adds $2J(1-\cos qa)$ to the stiffness, so

$$M\omega^2(q)=\frac{8U}{u_0^2}+4J\sin^2\frac{qa}{2}.$$

The relative rise from zone centre to zone edge is

$$\rho\equiv\frac{\omega_{\rm edge}^2}{\omega_\Gamma^2}-1=\frac{4J}{8U/u_0^2}=\frac{Ju_0^2}{2U}.$$

Since $Ju_0^2/2=\rho U$, the whole energy becomes

$$\frac EU=\sum_n(1-s_n^2)^2+\rho\sum_n(s_{n+1}-s_n)^2 .$$

One measurable ratio now controls the wall. "Flat" means $\rho\ll1$.

**Q:** Please put in numbers that resemble hafnia.

**A:** I take rough typical values, not a computed crystal. One polar layer together with its nonpolar spacer occupies $a=0.5$ nm, and the lateral cell is 0.5 nm × 0.5 nm. The barrier is $U=0.4$ eV per cell, and the branch rises from 6.00 to 6.15 THz:

$$\rho=(6.15/6.00)^2-1=0.0506 .$$

If four oxygen atoms per cell carry the motion, $M=64$ atomic mass units, and $M\omega_\Gamma^2=8U/u_0^2$ gives $u_0=0.058$ nm. The on-site stiffness is then 151 N/m, and $J=\rho\times151/4=1.9$ N/m.

**Q:** What does a wall look like in that case?

**A:** Start with $\rho=0$. Each layer sits at $+1$ or $-1$, and a wall is just the place where the sign changes. Now switch on a small $\rho$. The single bond across the wall has $\Delta s=2$ and costs $4\rho U$.

The two layers beside it relax slightly. For the layer at $s=1$, the slope of the bond energy is $2\rho\,[1-(-1)]=4\rho$, in units of $U$. Its on-site stiffness is 8, so it moves back by $4\rho/8=\rho/2$ and gains $(4\rho)^2/(2\cdot8)=\rho^2$. The layer on the other side gains the same, so

$$E_{\rm wall}=U\,(4\rho-2\rho^2)+O(\rho^3).$$

Farther out, write $s_n=1-v_n$ and linearize the force balance:

$$8v_n=2\rho\,(v_{n+1}+v_{n-1}-2v_n).$$

Inserting $v_n\propto\lambda^n$ gives $\lambda+1/\lambda=2+4/\rho$, so $\lambda\approx\rho/4$ for small $\rho$.

For our numbers the formula gives 0.0789 eV per cell. Solving the full force balance by Newton's method gives 0.0790 eV per cell, or 51 mJ/m². The layers beside the wall have $|s|=0.975$ and the next ones 0.9997. The polarization reverses between one layer and the next, with almost no transition region.

**Q:** Does "almost uncoupled" also mean that one layer can reverse alone?

**A:** Yes, in this model. A single reversed layer has two bad bonds, costing $8\rho U$. Its own slope is $8\rho$, which gives a relaxation gain of $64\rho^2/16=4\rho^2$. Its two neighbours gain $\rho^2$ each. Hence

$$E_1=U(8\rho-6\rho^2)+O(\rho^3),\qquad E_1-2E_{\rm wall}=-2\rho^2U+O(\rho^3).$$

The numerical energy is 0.156 eV per cell. Two walls one layer apart attract by only 2 meV per cell, so a domain one layer thick costs almost the same as two distant walls. It is metastable: with the domain barrier found below, flipping back requires $0.442-0.156=0.286$ eV per cell.

The barriers tell the same story. To advance a wall by one layer, that layer must pass through $s=0$ between neighbours of opposite sign. This costs 1 on site and $2\rho$ in bonds. Each neighbour now has slope $2\rho$ and gains $(2\rho)^2/16=\rho^2/4$. By symmetry the middle layer feels no net force. The saddle energy is therefore $U(1+2\rho-\rho^2/2)$, and subtracting the wall energy gives

$$B_{\rm wall}=U\left(1-2\rho+\tfrac32\rho^2\right)+O(\rho^3).$$

Inside a uniform domain both neighbours are at $+1$. The bonds again cost $2\rho$ when the layer is at $s=0$, but now its slope there is $-4\rho$. Its curvature is $-4$ to leading order, so the top of the barrier shifts and rises by $(4\rho)^2/(2\cdot4)=2\rho^2$. The neighbours give back $\rho^2/2$ in total:

$$B_{\rm domain}=U\left(1+2\rho+\tfrac32\rho^2\right)+O(\rho^3).$$

Numerically these are 0.361 and 0.442 eV per cell, on either side of the 0.400 eV of an isolated layer. An existing wall lowers the barrier only modestly.

**Q:** I apply fields, not barriers. How much does a wall help there?

**A:** Let the field favour $+1$. Add $-hUs_n$ to each layer, with $h=p\mathcal E/U$, where $\mathcal E$ is the field and $p$ the dipole of one cell. A polarization of 50 uC/cm² gives $p=6.25\times10^{-29}$ C m. Force balance reads

$$4(s_n^3-s_n)=h+2\rho\,(s_{n+1}+s_{n-1}-2s_n).$$

In a uniform reversed domain the bracket vanishes. The left side has its local maximum at $s=-1/\sqrt3$, so the domain loses stability at $h_0=8/(3\sqrt3)$, which is 15.8 MV/cm here.

Now take the reversed layer next to a wall. To leading order it is at $-1/\sqrt3$ when it gives way, and so is the reversed layer behind it. The aligned layer in front is at the other root of $4(s^3-s)=h_0$, namely $2/\sqrt3$. The bracket is

$$\frac2{\sqrt3}-\frac1{\sqrt3}+\frac2{\sqrt3}=\sqrt3,$$

which lowers the critical field by $2\sqrt3\rho$.

There is one more correction of interest. The layer behind does not receive this push, so it has not quite reached its own limit. Let it be at $-1/\sqrt3-d$. Near the maximum the left side is $h_0-4\sqrt3d^2$, and equating this to $h_0-2\sqrt3\rho$ gives $d=\sqrt{\rho/2}$. The bracket becomes $\sqrt3-d$, hence

$$h_{\rm wall}=\frac8{3\sqrt3}-2\sqrt3\,\rho+\sqrt2\,\rho^{3/2}+O(\rho^2).$$

Following the stable state numerically as the field is raised gives 14.2 MV/cm, 90% of the uniform value. These are limits for rigid layers without thermal activation, not predicted coercive fields.

**Q:** My usual domain-wall formula has a gradient term and a hyperbolic tangent. What does it predict?

**A:** It replaces $s_{n+1}-s_n$ by $a\,s'(x)$ and the sum by an integral:

$$\frac{E_c}{U}=\int\frac{dx}{a}\left[(1-s^2)^2+\rho a^2s'^2\right].$$

The Euler–Lagrange equation has the first integral $\rho a^2s'^2-(1-s^2)^2=0$, where the constant is zero because both terms vanish far from the wall. Thus $s'=(1-s^2)/(a\sqrt\rho)$, and

$$s=\tanh\frac x\delta,\qquad \delta=a\sqrt\rho .$$

The two energy terms are equal, so

$$\frac{E_c}{U}=2\sqrt\rho\int_{-1}^{1}(1-s^2)\,ds=\frac83\sqrt\rho .$$

For our band $\delta=0.11$ nm, less than a quarter of the layer spacing. The theory assumed a slow variation from layer to layer, and its own solution violates that assumption. It gives 0.240 eV per cell, 3.0 times the lattice energy. The scaling is also wrong: the lattice energy is proportional to $\rho$ at small $\rho$, not to $\sqrt\rho$. Finally, the continuum wall can slide freely, whereas the lattice wall faces a barrier close to $U$.

**Q:** Could I repair it by keeping higher gradients?

**A:** Not by adding them to this profile, and here the failure can be located. Average the lattice coupling energy of the tanh profile over all positions of its centre. The sum becomes an integral without any gradient approximation. With $y=x/\delta$ and $c=a/\delta=1/\sqrt\rho$,

$$\frac{E_J}{U}=\rho\,\frac\delta a\,I(c),\qquad I(c)=\int_{-\infty}^{\infty}\left[\tanh(y+c)-\tanh y\right]^2dy .$$

Write $A=\tanh(y+c)$ and $B=\tanh y$. The subtraction formula for tanh gives $A-B=(1-AB)\tanh c$, or $AB=1-(A-B)\coth c$. Therefore

$$(A-B)^2=A^2+B^2-2AB=-(1-A^2)-(1-B^2)+2(A-B)\coth c .$$

Each of $1-A^2$ and $1-B^2$ integrates to 2, and $A-B$ integrates to $2c$. So

$$I(c)=4(c\coth c-1)=4\left(\frac{c^2}{3}-\frac{c^4}{45}+\frac{2c^6}{945}-\dots\right).$$

These powers are the gradient terms. In Fourier space the squared difference carries the factor $2(1-\cos kc)$, and expanding the cosine produces $c^{2m}$ times the integral of the squared $m$-th derivative. The function $c\coth c$ has its nearest poles at $c=\pm i\pi$, so the series converges only for $c<\pi$:

$$\rho>\frac1{\pi^2}=0.101 .$$

Our band has half that value. The successive terms are $+0.120$, $-0.158$, $+0.297$ and $-0.587$ eV per cell, and the twelfth is $-151$ eV. Far along the series each term is $1/(\pi^2\rho)=2.0$ times the previous one in magnitude. The unexpanded coupling energy of the same profile is a harmless 0.063 eV per cell. The lattice energy is well behaved, and it is the expansion that breaks down.

**Q:** Then why does the continuum picture work for other ferroelectrics?

**A:** It works when $\rho$ is large, which needs a very soft polar mode, as close to the transition temperature. Far below it, 180° walls in common perovskites are only one or two cells thick and belong to the intermediate range listed below. Since $\rho=4J/(M\omega_\Gamma^2)$, a low $\omega_\Gamma$ makes even a moderate coupling large in relative terms.

The first correction follows from the series. The second gradient term is $-c^2/15=-1/(15\rho)$ of the first, and the gradient energy is half the total. The profile already minimizes the continuum energy, so its readjustment enters only at the next order:

$$\frac{E_{\rm wall}}{E_c}\approx1-\frac1{30\rho}\qquad(\rho\gg1).$$

For a model branch rising from 1.0 to 4.5 THz, $\rho=19.25$ and $\delta=4.4a$. The computed ratio is 0.9983, as the formula says.

In between, the numerical solutions show how the lattice fades:

- At $\rho=0.2$ the continuum energy is 1.65 times the lattice energy, and the barrier to wall motion is $0.66U$.
- At $\rho=1$ the factor is 1.06 and the barrier $0.09U$.
- At $\rho=3$ the factor is 1.01 and the barrier $0.0008U$.

The energy recovers before the barrier becomes negligible. At $\rho=1$ a continuum estimate of the wall energy is fair, but free sliding is not.

**Q:** Is a flat band then proof of abrupt walls?

**A:** No. The band sees only small displacements about a uniform state, while a wall places opposite states side by side. Set $J=0$ and add a coupling $Q\,[(s_{n+1}-s_n)/2]^4$ per bond. Its second derivative vanishes in every uniform state, so the band is perfectly flat. Yet an abrupt wall costs $Q$.

For $Q=5U$, numerical minimization gives a wall energy of $1.455U$, and the largest jump between layers is 1.095 instead of 2. The wall has spread, and the layers are strongly coupled. The inference from band to wall therefore needs interlayer coupling that is short-ranged and stays nearly harmonic up to full reversal. A first-principles energy for one reversed layer would test the second condition. Its two bad bonds cost $4Ju_0^2$, so for weak coupling it should lie near $\rho M\omega_\Gamma^2u_0^2$, which equals $8\rho U$ for the quartic well used here.

The direction matters too. A flat branch along the wall normal says nothing about coupling within a layer or about walls of another orientation.

**Q:** Dipoles interact over long distances. How can polar layers fail to notice each other?

**A:** The polarization lies in the plane of the layer, so an infinite uniform layer carries no charge on its faces and has no average field outside. What leaks out is the field of its atomic corrugation. For lateral period $b$ this decays with distance $d$ roughly as $e^{-2\pi d/b}$. Summing over point dipoles on aligned square planes with $b=a$, I find that the coupling to the second plane is 0.0017 of that to the first. This supports a nearest-neighbour model.

The size of the first-plane coupling depends strongly on how the dipole is spread within the cell. Lump it into one point dipole $p$ per cell and use an optical permittivity of 4.5 as crude screening. The dipoles alone would then contribute $-0.13$ eV per cell to an abrupt wall, favouring opposite layers. This sign belongs to the aligned stacking: shifting neighbouring planes by half a period along the polarization reverses it. The net cost in our model is $4\rho U=+0.08$ eV. However, four oxygen atoms carry the motion. Four dipoles $p/4$ on a square grid of period $b=a/2$ place the next plane at $d=2b$. The prefactor per cell becomes $4(p/4)^2/(a/2)^3=2p^2/a^3$, so the contribution falls to $2\times0.0017\times(-0.13)\approx-0.0004$ eV per cell. A point-dipole estimate therefore cannot say how the net cost divides between dipoles and short-range forces. The phonon band already contains both contributions, so $J$ must not be corrected for dipoles a second time.

**Q:** How does all this compare with a real hafnia capacitor?

**A:** The layer spacing and polarization are of the usual size, while $U$ and the band frequencies are rough choices. The calculated fields of 14 to 16 MV/cm are far from typical: films switch at roughly 1 MV/cm, and I take breakdown as roughly 5 MV/cm. The assumption that fails is the rigid layer. In a 10 nm film, one row of 20 cells reversing together beside a wall would face $20\times0.361$ eV at zero field, or 279 times the thermal energy at 300 K. A field of 1 MV/cm lowers this barrier by only about a tenth, since $p\mathcal E=0.039$ eV per cell. Switching must therefore start locally within a layer, at a small nucleus or a defect. The calculated fields are about fifteen times the typical switching field. My model cannot say how much of that gap local switching closes, because it contains no coupling within the layer.

**Q:** Do temperature or the electrodes blur the abrupt wall?

**A:** Thermal vibrations hardly blur it, for these numbers. Treat one cell as a lone oscillator of stiffness $8U$ in the variable $s$. Its mean-square motion is

$$\langle\delta s^2\rangle=\frac{\hbar\omega}{16U}\coth\frac{\hbar\omega}{2k_BT}.$$

With $\hbar\omega=24.8$ meV and $k_BT=25.9$ meV, the rms motion is 0.09, small beside the jump of 2. This counts only vibrations within a well. Cells beside the wall can also reverse and roughen it. Coupling within the layer limits this, and my model does not contain it.

For the electrodes, let each have an effective screening length $\ell=0.01$ nm, and let the film have thickness $t=10$ nm and background permittivity $\epsilon_b=20$. Under short circuit the voltage drops in film and electrodes cancel, which gives a depolarizing field of magnitude

$$\mathcal E_d=\frac{2\ell P}{\epsilon_0(t+2\ell\epsilon_b)}=1.1\ \text{MV/cm}.$$

That is 7% of the field at which a layer loses stability, so it hardly changes the wall profile. The associated energy is $p\mathcal E_d/2=0.021$ eV per cell. Nearly all of it lies in the screening regions of the electrodes, which pay it for either sign of the polarization. Splitting the film into wide domains therefore saves little of it. With the screening treated as a thin vacuum gap, the saving is about 7% for domains 10 nm wide, but about 60% for domains one layer thick. An isolated wall recovers about 0.03 eV per cell of wall, which offsets part, not all, of its 0.079 eV cost. Strain and atomic rearrangements specific to the wall are absent from this model, and they could change the wall energy itself.
